\section*{The integrable exchange singularity of a slab-truncated Coulomb interaction}

\section{Result and conventions}

A slab is described in a periodic cell of height $L$ along $z$ and in-plane area $A$. The Coulomb interaction is cut normal to the slab at half the cell height and left infinite in the plane:
\begin{equation}
v(\mathbf r)=\begin{cases}1/r, & |z|<L/2,\\ 0, & |z|>L/2.\end{cases}
\end{equation}
Energies follow on multiplying by $k=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. Let $\mathbf q$ be an in-plane wavevector of length $q$, and let $G=2\pi j/L$ with integer $j$ be a wavevector along $z$. The transform $v(q,G)=\int d^3r\,v(\mathbf r)e^{-i\mathbf q\cdot\boldsymbol\rho-iGz}$ is
\begin{equation}
v(q,G)=\frac{4\pi}{q^2+G^2}\left[1-(-1)^j e^{-qL/2}\right],
\label{kernel}
\end{equation}
and for $G=0$ and small $q$
\begin{equation}
v(q,0)=\frac{2\pi L}{q}-\frac{\pi L^2}{2}+\frac{\pi L^3q}{12}+\dots
\label{small}
\end{equation}
The leading term is integrable in two dimensions. Over a disc of radius $Q$,
\begin{equation}
\int_{q<Q}d^2q\,\frac{2\pi L}{q}=2\pi\int_0^Q q\,dq\,\frac{2\pi L}{q}=4\pi^2LQ .
\end{equation}
The uncut kernel $4\pi/q^2$, used with a single $k_z$ point, gives instead $8\pi^2\ln(Q/\epsilon)$ when a disc of radius $\epsilon$ is left out, and this diverges as $\epsilon\to0$.

In a plane-wave sum the kernel is divided by the cell volume $AL$. The singular term becomes $2\pi/(Aq)$, the interaction of charges in a plane, with no trace of the empty space in the cell.

\section{First derivation: plane waves in the layer}

Transform $1/r$ in the plane only, and call the result $u(z)$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, and $\nabla^2$ becomes $d^2/dz^2-q^2$,
\begin{equation}
u''(z)-q^2u(z)=-4\pi\delta(z).
\end{equation}
Away from $z=0$ the solutions are $e^{\pm qz}$. Keeping the one that decays on each side gives $u=Be^{-q|z|}$. Its slope jumps by $-2qB$ at $z=0$, and the equation demands a jump of $-4\pi$. Hence $B=2\pi/q$ and
\begin{equation}
u(z)=\frac{2\pi}{q}e^{-q|z|}.
\label{plane}
\end{equation}

The cut depends on $z$ alone, so it restricts the remaining integral to $|z|<L/2$. The integrand is even in $z$, apart from the sine part of $e^{-iGz}$, which drops out:
\begin{align}
v(q,G)&=\frac{4\pi}{q}\int_0^{L/2}e^{-qz}\cos(Gz)\,dz\nonumber\\
&=\frac{4\pi}{q}\,\mathrm{Re}\,\frac{e^{(-q+iG)L/2}-1}{-q+iG}.
\end{align}
Multiply numerator and denominator by $-q-iG$. The denominator becomes $q^2+G^2$, and the real part of the numerator is
\begin{equation}
q-qe^{-qL/2}\cos\frac{GL}{2}+Ge^{-qL/2}\sin\frac{GL}{2}.
\end{equation}
Therefore
\begin{equation}
v=\frac{4\pi}{q^2+G^2}\left[1-e^{-qL/2}\left(\cos\frac{GL}{2}-\frac Gq\sin\frac{GL}{2}\right)\right].
\end{equation}
Cutting at half the cell height makes $GL/2=\pi j$. The sine vanishes, the cosine is $(-1)^j$, and Eq.~(\ref{kernel}) follows.

At $G=0$ set $x=qL/2$ and use $1-e^{-x}=x-x^2/2+x^3/6-\dots$:
\begin{equation}
v(q,0)=\frac{4\pi}{q^2}\left[\frac{qL}{2}-\frac{q^2L^2}{8}+\frac{q^3L^3}{48}-\dots\right],
\end{equation}
which is Eq.~(\ref{small}). For $G\ne0$ the limit $q\to0$ is finite: $8\pi/G^2$ for odd $j$ and zero for even $j$.

For $L=2$ nm the coefficient $2\pi L$ is 12.566 nm. Numerical integration of Eq.~(\ref{plane}) over the layer at $q=0.001$ nm$^{-1}$ gives $qv=12.560$ nm. After subtraction of $2\pi L/q$ it leaves $-6.2811$ nm$^2$, against $-\pi L^2/2=-6.2832$ nm$^2$. The difference, 0.0021 nm$^2$, is the linear term $\pi L^3q/12$.

\section{Second derivation: the tail of a column}

The singularity can also be found without the transform at general $q$. For $G=0$, integrate over $z$ first, at fixed in-plane distance $\rho$:
\begin{equation}
c(\rho)=\int_{-L/2}^{L/2}\frac{dz}{\sqrt{\rho^2+z^2}}=2\,\mathrm{arsinh}\frac{L}{2\rho}.
\end{equation}
This is the potential, at mid-height, of a uniformly charged column of height $L$. From far away the column looks like a point of charge $L$:
\begin{equation}
c(\rho)=\frac L\rho-\frac{L^3}{24\rho^3}+\dots\qquad(\rho\gg L).
\end{equation}
Split $c=L/\rho+D(\rho)$. The first part needs the plane transform of $1/\rho$. With a damping factor $e^{-\epsilon\rho}$, do the radial integral before the angular one:
\begin{equation}
\int_0^{2\pi}\!d\theta\int_0^\infty\! d\rho\,e^{-\epsilon\rho-iq\rho\cos\theta}
=\int_0^{2\pi}\frac{d\theta}{\epsilon+iq\cos\theta}=\frac{2\pi}{\sqrt{\epsilon^2+q^2}}.
\end{equation}
As $\epsilon\to0$ this tends to $2\pi/q$, so $L/\rho$ contributes $2\pi L/q$.

The remainder $D$ behaves as $-L/\rho$ at small $\rho$, up to a logarithm, and as $\rho^{-3}$ at large $\rho$. With the area element $2\pi\rho\,d\rho$ it is absolutely integrable. Its transform therefore tends to the plain integral of $D$ as $q\to0$. With $\rho=xL/2$,
\begin{equation}
\int d^2\rho\,D=\pi L^2\int_0^\infty\left[x\,\mathrm{arsinh}\frac1x-1\right]dx .
\end{equation}
The derivative of $\mathrm{arsinh}(1/x)$ is $-1/(x\sqrt{1+x^2})$, so integration by parts gives the antiderivative
\begin{equation}
\frac{x^2}{2}\mathrm{arsinh}\frac1x+\frac12\sqrt{1+x^2}-x .
\end{equation}
It vanishes at infinity, where the three terms approach $x/2$, $x/2$ and $-x$, with corrections of order $1/x$. At $x=0$ it equals $1/2$. The integral is $-1/2$, and the finite part is $-\pi L^2/2$, as before.

The same argument shows why no other $G$ is singular. With $\cos(Gz)$ in the column integral, the coefficient of $1/\rho$ is $\int_{-L/2}^{L/2}\cos(Gz)\,dz=(2/G)\sin(\pi j)=0$. The column then has no net charge, and its potential falls fast enough to be integrable.

\section{What each derivation assumes}

Both derivations take the in-plane range as infinite, and both must give meaning to an integral that does not converge absolutely. The first does so by rejecting the growing solution $e^{q|z|}$, the second by a damping factor removed at the end.

The first derivation uses Poisson's equation, and so the form $1/r$ at every distance. In return it gives the kernel at all $q$ and $G$, which a calculation needs. Its simple form (\ref{kernel}) also needs the cut to lie at half the cell height.

For the singular term, the second derivation needs only the $1/\rho$ tail and an integrable remainder. Replace the sharp cut by a bounded weight $g(z)$ of finite extent. The far column then carries charge $\int g\,dz$, and the singular term is $(2\pi/q)\int g\,dz$. The finite part does depend on the profile: integrating $g$ against Eq.~(\ref{plane}), expanded to first order in $q|z|$, gives $-2\pi\int g|z|\,dz$. For the sharp cut this is $-2\pi L^2/4=-\pi L^2/2$.

Neither derivation asks whether the cut kernel describes the slab correctly. That is a separate condition. The values $v(q,G)$ are the Fourier coefficients of Eq.~(\ref{plane}) on $|z|<L/2$, repeated with period $L$. Hence, for two charged planes a distance $d$ apart,
\begin{equation}
\frac1L\sum_Gv(q,G)e^{iGd}=\frac{2\pi}{q}e^{-q|d|},\qquad |d|<\frac L2 .
\label{layers}
\end{equation}
For $L/2<|d|<L$ the sum returns the interaction at distance $L-|d|$, that is, with the nearer periodic image. At $q=2$ nm$^{-1}$ and $L=2$ nm, planes 0.28 nm apart give 1.79451 nm from both sides of Eq.~(\ref{layers}). Planes 1.30 nm apart give 0.775 nm from the sum, where the true interaction is 0.233 nm. The cell must therefore be at least twice as high as the electron distribution is thick.

The finite part must not be dropped. The terms of order $q^0$ in Eq.~(\ref{layers}) state that $-\pi L^2/2$ and the finite values at $G\ne0$, each multiplied by its factor $e^{iGd}$, add up to $-2\pi L|d|$ for $|d|<L/2$, which the prefactor $1/L$ turns into $-2\pi|d|$. At $d=0$ this can be checked by hand. Counting both signs of $j$, and using $\sum_{j\,\mathrm{odd}>0}j^{-2}=\pi^2/8$,
\begin{equation}
2\sum_{j\,\mathrm{odd}>0}\frac{8\pi L^2}{4\pi^2j^2}=\frac{4L^2}{\pi}\,\frac{\pi^2}{8}=\frac{\pi L^2}{2},
\end{equation}
which cancels the finite part.

\section{The singularity on a finite mesh}

Consider one filled band with a single orbital $w$ per cell, on a square lattice of side $a$, with negligible overlap between neighbours. For an $n\times n$ mesh of $\mathbf k$ points, the Bloch states are $n^{-1}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w(\mathbf r-\mathbf R)$. Without overlap, the product of two of them contains only the densities $|w|^2$ on each site, and its Fourier coefficient is $\rho(\mathbf q,G)$, the transform of $|w|^2$. Exchange lowers each occupied level by
\begin{equation}
W=\frac{k}{n^2a^2L}\sum_{\mathbf q,G}v(q,G)\,|\rho(\mathbf q,G)|^2 .
\label{W}
\end{equation}
Here $\mathbf q$ runs over all in-plane points of spacing $b=2\pi/(na)$. The exchange energy per electron is $-W/2$, because each pair is counted once.

At $\mathbf q=0$, $G=0$ the summand is infinite, although the integral it stands for is finite. A value to put there follows from comparing sum and integral. Carry out the sum over $G$ first and call it $F(\mathbf q)=L^{-1}\sum_Gv|\rho|^2$. If the density is thinner than $L/2$, Eq.~(\ref{layers}) makes $F$ the average of $(2\pi/q)e^{-q|d|}\cos(\mathbf q\cdot\boldsymbol\rho)$ over pairs of points in the density, a height $d$ and an in-plane vector $\boldsymbol\rho$ apart. The cosine is what remains of the phase $e^{-i\mathbf q\cdot\boldsymbol\rho}$ when each pair is counted in both orders. It is smooth and even in $\mathbf q$. In the other factor, separate even and odd powers:
\begin{equation}
\frac{e^{-q|d|}}{q}=\frac{\cosh qd}{q}-\frac{\sinh q|d|}{q}.
\end{equation}
The full $F$ decays at large $q$ and is smooth away from $\mathbf q=0$. A uniform mesh over the whole plane converges faster than any power of $b$ for a smooth decaying function, so errors that are powers of $b$ come only from the behaviour of $F$ at $\mathbf q=0$, and the split is needed only there. Near that point the second term, with the cosine included, is a smooth function of $\mathbf q$ and gives no such error. The first is $1/q$ times a series in even powers of the components of $\mathbf q$. On a mesh of weight $b^2$, its leading part $1/q$ gives an error of order $b$, and the next part, of order $q$, gives one of order $b^3$.

Define $C$ by requiring that $C/b$, placed at $q=0$, removes the error of order $b$. In units of $b$, with integer pairs $\mathbf m$ and a prime for the omission of $\mathbf m=0$,
\begin{equation}
C=\lim_{\alpha\to0}\left[\int d^2x\,\frac{e^{-\alpha x^2}}{x}-\sum_{\mathbf m}{}'\frac{e^{-\alpha m^2}}{m}\right].
\end{equation}
Write $1/m=\int_0^\infty t^{-1/2}e^{-\pi tm^2}dt$ and $\Theta(t)=\sum_{\mathbf m}e^{-\pi tm^2}$. Since $\int d^2x\,e^{-\pi tx^2}=1/t$, the limit is
\begin{equation}
-C=\int_0^\infty t^{-1/2}\left[\Theta(t)-1-\frac1t\right]dt .
\end{equation}
On $t>1$ the part $\Theta-1$ integrates, with $t=u^2$, to
\begin{equation}
S=\sum_{\mathbf m}{}'\frac{\mathrm{erfc}(\sqrt\pi\,m)}{m},
\end{equation}
and $-1/t$ contributes $-\int_1^\infty t^{-3/2}dt=-2$. On $t<1$ use Poisson summation, $\Theta(t)=\Theta(1/t)/t$. Substituting $t\to1/t$ turns the integral of $\Theta(t)-1/t$ into $S$ again, and $-1$ contributes $-\int_0^1t^{-1/2}dt=-2$. Thus
\begin{equation}
C=4-2S=3.90026 .
\end{equation}
A direct damped lattice sum, extrapolated to zero damping, gives the same digits.

The infinite value in Eq.~(\ref{W}) is therefore replaced by
\begin{equation}
v(0,0)\;\to\;\frac{2\pi LC}{b}-\frac{\pi L^2}{2}.
\end{equation}
Since $\rho(0,0)=1$ and $b=2\pi/(na)$, this adds to $W$
\begin{equation}
\Delta W=\frac{kC}{na}-\frac{k\pi L}{2n^2a^2},
\label{head}
\end{equation}
and leaves an error of order $n^{-3}$ at most. Its coefficient depends on the anisotropy of the density. For a spherical density it vanishes, because $\cosh(qd)\cos(\mathbf q\cdot\boldsymbol\rho)$ is a harmonic function of the separation and its spherical average equals 1.

Another choice is to average $1/q$ over the central square of side $b$. Eight equal triangles give
\begin{equation}
\frac1{b^2}\,8\int_0^{\pi/4}\frac{b}{2\cos\theta}\,d\theta=\frac{4\ln(1+\sqrt2)}{b}=\frac{3.52549}{b}.
\end{equation}
This is 9.6\% below $C/b$. The average treats the central square correctly, but in the other squares the value at the midpoint still differs from the mean of $1/q$. Those differences add up to order $b$, so the error of $W$ still falls only as $1/n$.

\section{Worked example: a thin ionic film}

Take $a=0.40$ nm, $L=2.0$ nm and a Gaussian $p_z$ orbital whose density has width $s=0.05$ nm along $x$ and $y$. Its root-mean-square radius is $\sqrt5\,s=0.112$ nm. A real-space two-electron integral gives $W=13.2694$ eV, or $-6.635$ eV of exchange energy per electron. This is the reference for the mesh sums, within the model.

For $n=12$, $na=4.8$ nm and Eq.~(\ref{head}) gives
\begin{align}
\frac{kC}{na}&=\frac{1.43996\times3.90026}{4.8}=1.1700\ \text{eV},\\
\frac{k\pi L}{2n^2a^2}&=\frac{1.43996\times\pi\times2.0}{2\times144\times0.16}=0.1963\ \text{eV}.
\end{align}
The errors of $W$ relative to the reference, in eV, are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$n$ & omitted & cell average & no finite part & full\\
6 & $-1.559$ & $-0.230$ & $0.781$ & $-0.00470$\\
12 & $-0.974$ & $-0.113$ & $0.196$ & $-0.00059$\\
24 & $-0.536$ & $-0.056$ & $0.049$ & $-0.00007$\\
48 & $-0.280$ & $-0.028$ & $0.012$ & $-0.00001$
\end{tabular}
\end{center}

The cell-average column keeps the finite part. The omitted column at $n=12$ is $-(1.1700-0.1963)=-0.9737$ eV plus the last column. Its observed order in $1/n$ between $n=24$ and 48 is 0.94 rather than 1, because the finite part, of opposite sign, is still visible. The full treatment shows order 3.00 between $n=12$ and 24. At $n=12$, losing the finite part costs more than using the cell average. With the full treatment, changing $L$ from 2.0 to 1.5 nm at $n=12$ alters $W$ by no more than rounding.

The uncut kernel with its singular point omitted gives 12.48, 13.48 and 14.48 eV for $n=12$, 24 and 48. Doubling $n$ halves the inner radius of the logarithm, which adds $2k\ln2/L=0.998$ eV. The sequence passes the correct value between $n=12$ and 24 without converging to it, so agreement on one mesh would mean nothing.

For a hybrid functional with unscreened exchange, the singular point acts on the gap. Screened hybrids, which replace $1/r$ by $\mathrm{erfc}(\omega r)/r$, have a finite kernel at $q=0$, and the numbers below do not apply to them. An empty state is orthogonal to the occupied state at the same $\mathbf k$, so their pair density vanishes at $\mathbf q=0$, $G=0$. It starts at first order in $\mathbf q$ or higher, and $v|\rho|^2$ then goes to zero at least as fast as $q$. No term is needed there. For the orthogonal pair $p_x$, $p_y$, the mesh sum without any such term gives 0.812413 eV at $n=12$, equal to the real-space integral. The error that remains for an orthogonal pair is set by its transition dipole $\mathbf p$, the first moment of the pair density. The pair density carries no net charge, so expanding $\cosh(qd)\cos(\mathbf q\cdot\boldsymbol\rho)$ to second order gives $F$ the non-smooth part $2\pi[(\mathbf q\cdot\mathbf p_\parallel)^2/q-qp_\perp^2]$, with $\mathbf p_\parallel$ the in-plane and $p_\perp$ the normal component, and this leaves an error of order $n^{-3}$. A dipole along $z$, as for an $s$ state with the occupied $p_z$, counts as well, although that pair density vanishes at $G=0$ for every $\mathbf q$. The pair $p_x$, $p_y$ has no dipole, so its sum converges faster. Omitting the term thus leaves the occupied levels too high and, to this order, the empty ones unmoved. At fixed orbitals, with an exchange fraction of 0.25 and $n=12$, the gap is too small by $0.25\times0.974=0.24$ eV. With the cell average the shortfall is 0.028 eV. With the full treatment the occupied level contributes about 0.0001 eV, and an empty level may add an error of the same order, $n^{-3}$.

\section{The model beside a real film}

The parameters lie roughly in the regime of a free-standing NaCl(001) bilayer, which has a square surface mesh and a layer spacing near 0.28 nm; the orbital radius is roughly that of a chloride $3p$ shell. With the Gaussian tails of the model, taken to $5s$ on both sides, the film is $0.28+0.50=0.78$ nm thick, and the cell should be at least 1.56 nm high. The tails of a real chloride ion reach further, so for a real film the height should be set from its computed density. The model has one orbital per surface cell, whereas the bilayer has a chloride ion in each layer, so exchange between the layers is left out. The value of $W$ belongs to the single model band. Exchange with the two other $p$ orbitals would add 1.62 eV. The exchange integrals with four neighbours add up to $6\times10^{-6}$ eV here but 0.011 eV for $s=0.07$ nm, so they depend strongly on the orbital tails, which a Gaussian describes poorly. These integrals are of second order in the overlap. The model also neglects terms of first order, which make the level shift depend on $\mathbf k$ and can be larger. The model also leaves out the response of the surroundings and of the film itself. On a metal 0.3 nm away, the classical image energy of a hole is $k/(4\times0.3\ \text{nm})=1.2$ eV, and a crude bulk estimate of the polarization around a hole, $k(1-1/\varepsilon)/(2R)$ with relative permittivity $\varepsilon=2.3$ and hole radius $R=0.2$ nm, gives 2.0 eV. This bulk value is too large for a free-standing bilayer, whose surfaces weaken the polarization. The image energy is that of a charge in vacuum; for a hole inside the film it is reduced by the film's own screening, so the two values are not to be added. Both effects raise the occupied level and narrow the gap, and bare exchange contains neither. Each is of the order of 1 eV, comparable with the largest mesh error at $n=12$, and no choice of mesh or of the value at $q=0$ can supply them. The numerical output lists the inputs of these estimates.

\section*{Table of computed values}
\begin{verbatim}
e^2/(4 pi eps0) = 1.43996 eV nm
surface cell a = 0.40 nm, cell height L = 2.00 nm
layer spacing = 0.28 nm, orbital width s = 0.050 nm
orbital rms radius = 0.1118 nm
film thickness with tails of 5 s = 0.78 nm
smallest safe cell height = 1.56 nm
coefficient 2 pi L = 12.5664 nm
q*v(q,0) at q = 0.001/nm, by quadrature = 12.5601 nm
finite part at that q, by quadrature = -6.2811 nm^2
-pi L^2/2 = -6.2832 nm^2
planes at q = 2.0/nm, d = 0.28 nm: sum 1.79451, true 1.79451 nm
planes at q = 2.0/nm, d = 1.30 nm: sum 0.77471, true 0.23334 nm
lattice constant C = 3.9002649, damped sum = 3.9002649
central-cell average constant = 3.5254943
shortfall of cell average = 9.61 %
real-space exchange integral W = 13.26941 eV
exchange energy per electron -W/2 = -6.63471 eV
errors of W in eV: omitted, cell average, no finite part, full
  n =  6: -1.55942, -0.22956, 0.78068, -0.0046997
  n = 12: -0.97429, -0.11302, 0.19576, -0.0005880
  n = 24: -0.53601, -0.05629, 0.04901, -0.0000735
  n = 48: -0.28025, -0.02812, 0.01226, -0.0000092
n = 12: singular part 1.17005 eV, finite part -0.19634 eV
observed order in 1/n, full (12 to 24) = 3.000
observed order, omitted (24 to 48) = 0.936
observed order, cell average (24 to 48) = 1.001
change of W for L = 1.5 nm, n = 12 = 1.8e-15 eV
exchange fraction = 0.25
hybrid gap error, n = 12, omitted = -0.2436 eV
hybrid gap error, n = 12, cell average = -0.0283 eV
hybrid gap error, n = 12, full = -0.000147 eV
orthogonal p pair: mesh 0.812413, real space 0.812413 eV
uncut interaction, n = 12: W = 12.48132 eV
uncut interaction, n = 24: W = 13.47869 eV
uncut interaction, n = 48: W = 14.47662 eV
growth from n = 24 to 48 = 0.99792 eV
2 k ln2 / L = 0.99811 eV
neighbour overlap = 3.35e-04, four-neighbour exchange = 5.97e-06 eV
same for s = 0.07 nm: overlap = 1.69e-02, exchange = 1.08e-02 eV
exchange with two other p orbitals = 1.6248 eV
rough inputs: permittivity 2.3, hole radius 0.2 nm, metal distance 0.3 nm
crude bulk polarization energy of a hole = 2.03 eV
image energy if on a metal = 1.20 eV
\end{verbatim}
